Surface depletion and surface field at a positive bevel

Before the blocking voltage of a bevelled power diode is calculated, one must decide whether a one-dimensional avalanche calculation through the middle of the device is enough, or whether the surface will break down first and has to be resolved in two dimensions. The one-dimensional calculation is justified if the field at the surface stays safely below the peak field in the interior. For a positive bevel this can be shown from the depletion charge and the applied voltage, and the margin can be bounded without solving the two-dimensional problem.

Take a p⁺n junction in the plane y = 0, with the lightly doped n side at y > 0 and x running along the junction into the device. The bevel is a plane surface that starts at the origin and rises in the direction (cosθ, sinθ). The n material fills the wedge between the junction and the bevel, so θ is the angle inside the n material. For θ < 90° the cross-section shrinks from the heavily doped side towards the lightly doped side, and the bevel is called positive.

The donor density N is uniform, the permittivity is ε, and the total junction voltage, built-in part included, is V. The p⁺ side is treated as an equipotential with potential φ = 0, neutral n material has φ = V, and the depletion edge is taken as sharp. At first the bevel carries no charge and no electric flux leaves it. The n layer is thick enough for the depletion region to end inside it.

Far from the surface everything depends on y alone. Poisson's equation is φ″ = −qN/ε, and the field vanishes at the depletion edge y = W. One integration gives φ′ = (qN/ε)(W − y), and a second, from φ(0) = 0 to φ(W) = V, gives

V = qNW²/(2ε),  E_m = φ′(0) = qNW/ε = 2V/W.

E_m is the peak field of the interior. The electric field itself is −∇φ and points towards the p⁺ side; below, "field" means its magnitude or a component of ∇φ.

Now count charge near the bevel. Between y = 0 and y = W the bevel has removed a triangle of n material. At height y its width is y cotθ, so its area is

∫₀^W y cotθ dy = ½W² cotθ.

Let A_extra be the area depleted beyond y = W. It will be shown below that all remaining material with y < W is depleted. Out to a distant x = X the depleted area is then

A = WX − ½W² cotθ + A_extra.

Integrate ∇²φ = −qN/ε over this area and turn the left side into a boundary integral of ∂φ/∂n, with n the outward normal. The bevel contributes nothing because no flux leaves it, the depletion edge nothing because the field vanishes there, and the distant cut nothing because ∂φ/∂x = 0 there. On the junction the outward normal is −y, so the contribution is −∫F dx with F = ∂φ/∂y at y = 0. Hence ∫F dx = (qN/ε)A. Subtract this from E_m X = (qN/ε)WX and divide by E_m = qNW/ε, then multiply by W:

W ∫ (1 − F/E_m) dx = ½W² cotθ − A_extra.

Multiplied by qN, the left side is the acceptor charge that is missing on the p⁺ side near the corner, per unit length of the device edge. The removed donor charge is thus made good in two ways: the depletion region extends further into the n side, or fewer acceptors are uncovered. Charge balance does not say how the loss is divided, nor even that A_extra is positive. That information comes from the voltage, which must be the same along every path from the p⁺ side to the neutral n side.

To use the voltage, write u = V − φ and k = qN/ε. Then u = V on the junction, ∇²u = k in the depleted region, and u = 0 in neutral material. At the depletion edge both u and ∇u vanish, and on the bevel ∂u/∂n = 0. The planar solution is

u₁ = ½k(W − y)² for y < W,  u₁ = 0 for y ≥ W.

It satisfies the same conditions except the one on the bevel. There the outward normal is (−sinθ, cosθ), so

∂u₁/∂n = cosθ du₁/dy = −k cosθ (W − y) ≤ 0 for y < W and θ < 90°.

Suppose that u were smaller than u₁ in some region Z, and let v = u₁ − u > 0 there. The potential φ cannot exceed V anywhere, because electrons from the neutral n side would flow in and neutralise the donors there; hence u is never negative. Therefore u₁ is positive throughout Z, and ∇²u₁ = k. The Laplacian of u is k or zero, hence ∇²v ≥ 0. Green's identity gives

∫_Z |∇v|² dA = ∮ v (∂v/∂n) dl − ∫_Z v ∇²v dA.

The boundary integral receives nothing from the junction or from the inner boundary of Z, where v = 0, nor from far away, where the two solutions merge. On the bevel ∂v/∂n = ∂u₁/∂n ≤ 0. Both terms on the right are therefore zero or negative, while the left side cannot be negative. So ∇v = 0, v is constant, and the constant is zero. The region Z does not exist, and

u ≥ u₁ everywhere.

Two results follow. First, u is positive wherever y < W, so all of that material is depleted, as was assumed in the charge count, and the depletion edge meets the bevel at a height h ≥ W. Measured along the surface, the depleted length is

L = h/sinθ ≥ W/sinθ.

Secondly, u and u₁ start from the same value V on the junction and u lies above u₁, so u falls no faster: F ≤ E_m. Also F ≥ 0. Indeed u has a non-negative Laplacian and so takes its largest value on the boundary; it cannot do so on the bevel, where its normal derivative is zero, and the largest value is therefore V, on the junction. Both ways of making good the removed charge thus have a definite sign: A_extra ≥ 0, and acceptor charge is missing, not added.

The shape of the depletion edge shows the widening directly. Close to the edge u ≈ ½kδ², where δ is the distance from it, because u and ∇u vanish along the edge and the whole Laplacian must come from the second derivative across it. On the bevel 0 = ∂u/∂n ≈ kδ ∂δ/∂n, so δ does not change across the bevel, and the edge meets the bevel at a right angle. Far inside, the edge is parallel to the junction. To arrive at right angles to a positive bevel it must turn away from the junction, by 90° − θ.

For the surface field, consider the component of ∇φ along the bevel direction,

w = ∂φ/∂s = cosθ ∂φ/∂x + sinθ ∂φ/∂y.

On the bevel this is the whole field, since the normal component is zero. Because ∇²φ is constant in the depleted region, ∇²w = 0 there. The boundary values are as follows. On the junction ∂φ/∂x = 0, so w = F sinθ, which lies between 0 and E_m sinθ. On the depletion edge w = 0. Far inside, w = E_m sinθ (1 − y/W). On the bevel ∂w/∂n = ∂/∂s(∂φ/∂n) = 0, because the bevel is straight. A harmonic function that is not constant has its extremes on the boundary, and not where its normal derivative vanishes. Therefore

0 ≤ E_surface < E_m sinθ.

The mean surface field obeys a bound of its own, from the length of the path:

V/L ≤ V sinθ/W = ½E_m sinθ.

The interior also limits the field at every other point. The Laplacian of |∇φ|² is twice the sum of the squares of all second derivatives, so it is not negative and the maximum again lies on the boundary. On the bevel ∂|∇φ|²/∂n = 2(∂φ/∂s)(∂²φ/∂s∂n) = 0, which excludes the bevel. What remains is the junction, where the field is at most E_m. In this model a positive bevel creates no place with a higher field than the interior.

At θ = 90° the planar solution satisfies every condition, so h = W and the surface field equals that of the interior. For θ > 90°, a negative bevel, cosθ changes sign. The same argument with u and u₁ exchanged gives u ≤ u₁, and the depletion edge meets the bevel at a height h ≤ W.

The corner, where the bevel meets the junction, shows how the field is relieved. For θ < 45° try φ = V(bxy − y²)/W². This vanishes on the junction and has the Laplacian −2V/W² = −qN/ε. With x = r cosθ and y = r sinθ on the bevel, the condition −sinθ ∂φ/∂x + cosθ ∂φ/∂y = 0 becomes

b(cos²θ − sin²θ) = 2 sinθ cosθ,  so b = tan2θ.

On the surface x = y cotθ, and tan2θ cotθ − 1 = 1/cos2θ, which gives

φ_surface = V y²/(W² cos2θ).

Solutions without space charge may be added; the lowest varies as r^(π/2θ), a power above 2 for these angles, so the quadratic term governs the corner. The surface field starts from zero and grows in proportion to the distance. For a 10° bevel the numerical solution follows this law up to y = 0.6 W with a largest deviation of about 0.1 % of the total voltage. For θ between 45° and 90° the power π/2θ lies between 2 and 1, and the field still vanishes at the corner. For θ > 90° the power is below 1 and the field diverges there, until the depletion of the p⁺ side, left out here, limits it.

The actual h and peak field require the free-boundary problem to be solved numerically. With V, N and W held fixed and the angle alone varied, the results are:

θ      h/W     L/W     peak/E_m   sinθ
10°    1.1     6.2     0.13       0.17
30°    1.16    2.32    0.31       0.50
45°    1.18    1.67    0.43       0.71
60°    1.16    1.34    0.54       0.87

The depletion edge rises by less than a fifth of W, and among these angles the rise is largest at 45°. The longer surface path has two causes, the slope of the surface and the rise of the edge. At 45° the factor 1/sinθ supplies 1.41 and the rise of the edge 1.18; at 60° the two factors are about equal, and at smaller angles the slope dominates. The charge balance agrees with this. In units of qNW², the 45° bevel removes 0.500 of donor charge; extra depletion returns 0.058, and 0.441 is matched by missing acceptor charge. Only about 12 % of the loss is made good by widening. The calculated peaks are between 0.60 and 0.77 of the bound E_m sinθ, which should not be used as an estimate of the peak.

As an example take rough parameters for a 1.2 kV-class 4H-SiC diode: N = 1×10¹⁶ cm⁻³, V = 1200 V and relative permittivity 10.0. Then

W = √(2εV/qN) = 11.52 µm,
E_m = 2 × 1200 V / 11.52 µm = 208 V/µm = 2.08 MV/cm.

For a 45° bevel, h = 1.180 × 11.52 µm = 13.6 µm and L = 13.6 µm/0.707 = 19.2 µm. The mean surface field is 1200 V/19.2 µm = 0.62 MV/cm. The peak is 0.426 × 2.08 = 0.89 MV/cm, a broad maximum about 7.7 µm along the surface from the junction, against a bound of 1.47 MV/cm. With a rough critical field of 2.5 MV/cm the interior peak is at 0.83 of the critical field, while the surface peak is 43 % of the interior field. For a 135° bevel h falls to 0.54 W, and the mean field in the first grid cell along the surface, 0.41 µm long, comes out as 2.6 E_m on this grid; with the corner resolved more finely the mean over the same length is about 2.9 E_m. Shorter cells give higher values, as the divergence requires, so this figure is not a prediction for a device.

Real surfaces break the condition of no charge and no flux. A positive sheet of 1×10¹² cm⁻² acts as additional donors and is 8.7 % of NW. It shortens the surface length that carries 95 % of the voltage from 16.4 to 14.7 µm and raises the peak field along the surface from 0.89 to 0.95 MV/cm; it also adds a normal component of 0.18 MV/cm. A thick passivation of relative permittivity 3.0, without the charge, has the opposite effect: the length becomes 18.0 µm, and the peak further than 1 µm from the junction falls to 0.79 MV/cm.

The passivation does, however, change the corner. Let α be the angle from the junction and κ = ε_out/ε. Near the corner φ = A r^λ sin(λα) inside and B r^λ sin(λ(θ + π − α)) outside, which vanish on the junction and on the outer face of the p⁺ side. Continuity of φ and of the normal flux at α = θ gives

A sin(λθ) = B sin(λπ),  A cos(λθ) = −κB cos(λπ),

and division gives cot(λθ) + κ cot(λπ) = 0. For a positive bevel the left side is positive at λ = ½ and tends to −∞ as λ → 1, so there is a root below 1 and the field, which varies as r^(λ−1), diverges. The strict bound E_m sinθ therefore belongs to the flux-free surface. Here κ = 0.3 and λ = 0.918, a weak divergence. With 1×10¹⁹ cm⁻³ acceptors the p⁺ side depletes over 11.5 nm, and extrapolation to that distance gives a field along the surface of roughly 0.4 MV/cm, still below the peak further out. This is an upper estimate, because the grid cell it starts from also contains part of the ordinary rise of the field away from the corner. By the same corner solution the normal component in the semiconductor is larger by cot(λθ) = 1.14, at most about 0.5 MV/cm, and in the passivation larger again by 1/κ, at most about 1.6 MV/cm. The insulator at the junction line thus carries a higher field than the semiconductor surface, and its own strength has to be checked. These corner values are generous: a grid refined down to the corner gives about 0.3, 0.3 and 1.1 MV/cm. They hold without the surface charge; with the positive sheet the refined values rise to about 0.5, 0.6 and 1.4 MV/cm.

Without passivation, the n layer of the example must be thicker than 13.6 µm at the bevel when the voltage is 1200 V. The depletion region grows with the voltage: h is proportional to W, and W to E_m. At the rough critical field the height is therefore 13.6 µm × 2.5/2.08 = 16.3 µm, and this is the value that counts for the blocking voltage. The passivation lengthens the surface path and calls for a thicker layer still. Beneath an uncharged passivation the depletion has no sharp end along the surface, because field lines from the n material also pass through the insulator to the p⁺ side. They leave a thin depleted skin, which carries little of the voltage. If the layer ends at a heavily doped substrate at a height t between W and h, the mean surface field becomes V sinθ/t, at most 0.74 instead of 0.62 MV/cm. The local field can rise much further: the n material meets the substrate at the angle 180° − θ, which is more than 90°, and the field is concentrated at that corner as it is at a negative bevel. A layer this thin needs a two-dimensional calculation. The following three effects are small here. A permittivity of 9.7 across the c axis, with that axis normal to the junction, changes the effective angle from 45° to 44.6°. The Debye length at 450 K, which measures the blurring of the depletion edge, is 46 nm, or 0.4 % of W. The band-to-band tunnelling exponent at E_m is roughly 120 for a triangular barrier (about 70 for a two-band barrier) with a gap of 3.2 eV and a rough mass of 0.4 electron masses, so tunnelling through the perfect crystal is negligible. Surface damage and trapped charge of unknown density are not covered by these estimates. For the 45° bevel with a net surface charge between zero and the positive sheet considered above, the one-dimensional calculation is justified, provided that three conditions are met. The n layer must be thick enough for nearly all of the voltage to fall along the surface before the substrate is reached. The critical field, which in 4H-SiC depends on direction, must be at least about two thirds as large along the surface as across the junction; a ratio of one half cannot be relied on, because the high field extends over a longer distance at the surface than in the interior, and carriers have more room to multiply. With an ionisation rate proportional to the fifth to seventh power of the field, surface and interior break down together at a ratio of about 0.53 to 0.56 for the bare surface, up to 0.60 with the positive sheet, and about 0.5 beneath the uncharged passivation. And the passivation must withstand the field at the corner, which grows in proportion to E_m: the upper estimate of 1.6 MV/cm at 1200 V, which also covers the charged case, becomes about 1.9 MV/cm at the rough critical field. The remaining values are in the numerical output.

Calculated quantities

```
donor density N = 1.0e+16 cm^-3, total voltage V = 1200 V
relative permittivity along c axis = 10.0, across = 9.7
planar depletion width W = 11.52 um
planar peak field E_m = 2.084 MV/cm
angle: h/W, L/W, peak surface field/E_m, bound sin, mean field/E_m
  10 deg: 1.077, 6.199, 0.134, 0.174, 0.081
  30 deg: 1.161, 2.322, 0.314, 0.500, 0.215
  45 deg: 1.182, 1.672, 0.426, 0.707, 0.299
  60 deg: 1.159, 1.339, 0.543, 0.866, 0.373
charge balance in units of q N W^2: removed, extra, missing acceptor
  30 deg: 0.866, 0.051, 0.812
  45 deg: 0.500, 0.058, 0.441
  60 deg: 0.289, 0.052, 0.240
10 deg corner law, largest error for y < 0.6 W = 0.00078 V/V
45 deg bevel, fine grid (W/80):
  h/W = 1.180, peak field/E_m = 0.426
  surface depletion height h = 13.59 um
  surface depletion length L = 19.23 um
  peak surface field = 0.889 MV/cm
  distance of peak from junction = 7.63 um
  bound E_m sin(theta) = 1.474 MV/cm
  mean surface field V/L = 0.624 MV/cm
135 deg (negative) bevel: h/W = 0.539
  mean field in first 0.41 um = 2.60 E_m (grows on finer grids)
neglected effects, 45 deg, grid W/30:
  passivation permittivity = 3.0, sheet = 1.0e+12 cm^-2
  case: 95 % voltage length (um), peak field beyond 1 um (MV/cm)
    bare: 16.41, 0.888
    passivated: 17.95, 0.792
    charged: 14.71, 0.954
  sheet charge / (N W) = 0.0868
  normal field of sheet charge = 0.181 MV/cm
  passivated corner exponent lambda = 0.9180
  passivated: mean field in first 0.54 um = 0.335 MV/cm
  acceptor density = 1.0e+19 cm^-3, p+ depletion = 11.5 nm
  rough corner field at that distance = 0.42 MV/cm
  anisotropy: effective bevel angle = 44.56 deg
  Debye length at 450 K = 46.3 nm
  rough critical field = 2.5 MV/cm, E_m/E_crit = 0.83
  tunnelling inputs: gap = 3.2 eV, mass = 0.4 m_e (rough)
  tunnelling exponent at E_m = 119
```
